# Elastic Constants and Stability of Crystals under Pressure, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I computed the second derivative of a crystal's energy with respect to strain and, separately, the slope of its stress against strain. At zero pressure they agreed, and under pressure they did not. Stress is the derivative of energy, so I assume that one calculation is faulty.

**A.** Both can be right. The Cauchy stress is the derivative of the energy with respect to a strain added to the current shape, per current volume, while the second derivative refers both strains to one fixed shape. Take a static crystal at zero temperature, with a reference cell of volume \(V\) carrying the Cauchy stress \(\sigma^0_{ij}\), tension positive, so that hydrostatic pressure means \(\sigma^0_{ij}=-P\delta_{ij}\). A homogeneous deformation maps \(X\) to \(FX\), with \(F=1+u\) and volume ratio \(J=\det F\). Write \(F=RU\) with \(R\) a rotation and \(U=(F^TF)^{1/2}\). A rotation costs no energy, so \(E\) depends only on \(U\), or equivalently on the Lagrangian strain \(\eta=\tfrac12(F^TF-1)\). Expand
\[ E=E_0+V t^0_{ij}\eta_{ij}+\tfrac12 V C_{ijkl}\eta_{ij}\eta_{kl}+\dots,\qquad t_{ij}=\frac1V\frac{\partial E}{\partial\eta_{ij}}=t^0_{ij}+C_{ijkl}\eta_{kl}+\dots \]
\(C\) is symmetric in \(ij\), in \(kl\) and under \(ij\leftrightarrow kl\). The Cauchy stress in the deformed state is defined by the work of a small added symmetric strain \(\delta\), which takes \(F\) to \((1+\delta)F\): \(dE=VJ\,\sigma_{ij}\delta_{ij}\). To first order \(F^TF\) changes by \(2F^T\delta F\), so \(d\eta_{kl}=F_{ik}\delta_{ij}F_{jl}\) and \(dE=Vt_{kl}F_{ik}F_{jl}\delta_{ij}\). Comparing the two expressions gives
\[ \sigma_{ij}=J^{-1}F_{ik}\,t_{kl}\,F_{jl}. \]
At \(F=1\) this says \(t^0=\sigma^0\). Away from it, the factors \(J^{-1}\), \(F\) and \(F^T\) change along with \(t\).

**Q.** Those factors differ from unity only at first order in the strain. What do they contribute?

**A.** They multiply \(\sigma^0\), which is of zeroth order, so they contribute to the slope. To first order in \(u\), \(J^{-1}=1-u_{mm}\), and \(C_{ijkl}\eta_{kl}=C_{ijkl}u_{kl}\), because \(\eta\) is then the symmetric part of \(u\) and \(C\) is symmetric in \(kl\). Keeping one first-order factor at a time,
\[ \sigma_{ij}=\sigma^0_{ij}+C_{ijkl}u_{kl}+u_{im}\sigma^0_{mj}+\sigma^0_{im}u_{jm}-\sigma^0_{ij}u_{mm}, \]
\[ \frac{\partial\sigma_{ij}}{\partial u_{kl}}=C_{ijkl}+\delta_{ik}\sigma^0_{lj}+\sigma^0_{il}\delta_{jk}-\sigma^0_{ij}\delta_{kl}. \]
An antisymmetric \(u=\omega\) gives \(\omega\sigma^0-\sigma^0\omega\), the rotation of the existing stress, which vanishes for pressure. For a symmetric \(u=\varepsilon\) we average over \(k\leftrightarrow l\) and obtain the stress-strain coefficients \(B_{ijkl}=\partial\sigma_{ij}/\partial\varepsilon_{kl}\):
\[ B_{ijkl}=C_{ijkl}+\tfrac12\left(\delta_{ik}\sigma^0_{jl}+\delta_{il}\sigma^0_{jk}+\delta_{jk}\sigma^0_{il}+\delta_{jl}\sigma^0_{ik}\right)-\sigma^0_{ij}\delta_{kl}. \]
With \(\sigma^0=-P\delta\) the four terms in the bracket become \(-P\delta_{ik}\delta_{jl}\) twice and \(-P\delta_{il}\delta_{jk}\) twice, and the last term becomes \(+P\delta_{ij}\delta_{kl}\). With the symmetric identity \(I_{ijkl}=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), and \(\delta\delta\) standing for \(\delta_{ij}\delta_{kl}\),
\[ B=C+P(\delta\delta-2I). \]
Use Voigt indices with engineering shears, \(e_4=2\varepsilon_{23}\), so that \(\sigma_{23}=B_{2323}\varepsilon_{23}+B_{2332}\varepsilon_{32}=B_{2323}e_4\) and \(B_{44}=B_{2323}\). The bracket equals \(1-2=-1\) for \(1111\), \(1-0=1\) for \(1122\) and \(0-1=-1\) for \(2323\). Hence \(B_{11}=C_{11}-P\), \(B_{12}=C_{12}+P\), \(B_{44}=C_{44}-P\), likewise for the other entries of each type, and all remaining entries are unchanged.

**Q.** Which of the two is the physical stiffness? I would like a case where the answer is known beforehand.

**A.** A fluid has no shear stiffness, and its energy depends on \(J\) alone. Since \(J^2=\det(1+2\eta)\) and \(\ln\det=\operatorname{tr}\ln\), we have \(\ln J=\tfrac12\operatorname{tr}\ln(1+2\eta)=\operatorname{tr}\eta-\operatorname{tr}\eta^2+\dots\), and exponentiating,
\[ J=1+\operatorname{tr}\eta+\tfrac12(\operatorname{tr}\eta)^2-\operatorname{tr}\eta^2+\dots \]
At \(J=1\), \(dE/dJ=-PV\) and \(d^2E/dJ^2=KV\), where \(K=-V\,dP/dV\) is the bulk modulus. The quadratic part of \(E/V\) is \(-P[\tfrac12(\operatorname{tr}\eta)^2-\operatorname{tr}\eta^2]+\tfrac12K(\operatorname{tr}\eta)^2\). Because \((\operatorname{tr}\eta)^2=\eta:\delta\delta:\eta\) and \(\operatorname{tr}\eta^2=\eta:I:\eta\), this means \(C=(K-P)\delta\delta+2PI\), and therefore \(B=K\delta\delta\). The fluid has \(C_{44}=P\) and \(C_{11}-C_{12}=2P\), while both shear combinations of \(B\) vanish. A Lagrangian shear \(\eta_{23}\) lowers the volume at second order through \(-\operatorname{tr}\eta^2\), and \(C_{44}=P\) is the work of that compression. For the free electron gas \(E\propto J^{-2/3}\), so \(P\propto J^{-5/3}\), \(K=5P/3\), \(C_{11}=K+P=8P/3\) and \(C_{12}=K-P=2P/3\). At \(r_s=4\) bohr, finite differences of the energy give \(P=5.053\) GPa and \(C_{11},C_{12},C_{44}=13.474,\ 3.368,\ 5.053\) GPa.

**Q.** My code does not use \(\eta\). It multiplies the lattice vectors by \(1+\varepsilon\). Is its second derivative \(C\) or \(B\)?

**A.** Neither. At \(P\neq0\) an energy second derivative is undefined until the strain measure is named. Consider the Seth–Hill family \(\mathsf E^{(m)}=(U^{2m}-1)/2m\): \(m=1\) is \(\eta\), \(m=\tfrac12\) is \(U-1=\varepsilon\), and \(m\to0\) is \(\ln U\). All are functions of \(U\), so the relation between them can be found on eigenvalues. If \(x\) is an eigenvalue of \(\mathsf E^{(m)}\), that of \(U^2\) is \((1+2mx)^{1/m}=1+2x+\tfrac12\tfrac1m(\tfrac1m-1)4m^2x^2+\dots=1+2x+2(1-m)x^2+\dots\), so
\[ \eta=\mathsf E^{(m)}+(1-m)\,\mathsf E^{(m)2}+\dots \]
In the energy, the linear term \(\sigma^0:\eta=-P\operatorname{tr}\eta\) then produces the quadratic piece \(-(1-m)P\operatorname{tr}\mathsf E^{(m)2}\), which adds to \(\tfrac12\mathsf E:C:\mathsf E\). The Hessian per volume in measure \(m\) is
\[ C^{(m)}=C-2(1-m)P\,I,\qquad B=C^{(m)}+P(\delta\delta-2mI), \]
where the second form follows by inserting \(C=C^{(m)}+2(1-m)PI\) into the expression for \(B\). For your code \(C^{(1/2)}_{11}=C_{11}-P=B_{11}\), \(C^{(1/2)}_{12}=C_{12}\) and \(C^{(1/2)}_{44}=C_{44}-P/2\). One more quantity belongs to the family. Differentiating \(VJ\sigma\) instead of \(\sigma\) adds \(\sigma^0_{ij}\delta_{kl}\) to \(B\), which gives \(B-P\delta\delta=C-2PI=C^{(0)}\).

**Q.** If the energy Hessian changes with a mere relabelling of strains, it cannot decide stability. Why should \(B\) do better?

**A.** Because \(B\) is the Hessian of the function that is stationary. Immerse the crystal in a fluid reservoir held at pressure \(P\). When the cell volume changes to \(VJ\), the crystal does the work \(PV(J-1)\) on the reservoir, so the potential energy of crystal plus reservoir is, up to a constant, the enthalpy \(\mathcal H=E+PVJ\) with \(P\) fixed. Adding the two expansions,
\[ \frac{\mathcal H-\mathcal H_0}{V}=(-P+P)\operatorname{tr}\eta+\tfrac12\,\eta:\left[C+P(\delta\delta-2I)\right]:\eta+\dots \]
The linear term cancels, which is equilibrium, and the Hessian is \(B\). Substituting \(\eta=\mathsf E+(1-m)\mathsf E^2\) now alters only third and higher orders, since no linear term is left to convert the quadratic piece into a second-order energy. The Hessian of \(\mathcal H/V\) is therefore \(B\) in every measure. If \(B\) is positive definite, the state is a local minimum with respect to homogeneous strain. If \(B\) has a negative eigenvalue, a strain exists that lowers \(\mathcal H\). A zero eigenvalue leaves the decision to higher orders.

This argument belongs to pressure loading. For general \(\sigma^0\) the bracket in \(B\) is symmetric under \(ij\leftrightarrow kl\) and the last term is not, so \(B_{ijkl}-B_{klij}=\delta_{ij}\sigma^0_{kl}-\sigma^0_{ij}\delta_{kl}\). A Hessian is symmetric, so \(B\) is then not the Hessian of any potential, and stability depends on the second-order work done by the particular loading device. In a triclinically distorted cell of the simple cubic pair model described below, \(\sigma^0_{xx}=-6.310\) and \(\sigma^0_{yy}=3.164\) GPa predict \(B_{12}-B_{21}=\sigma^0_{yy}-\sigma^0_{xx}=9.47\) GPa, as finite differences of the stress confirm.

**Q.** Density functional perturbation theory takes no finite strains. Where does the choice of measure enter there?

**A.** In the second-order change of the Hamiltonian. Label plane waves by fixed integer indices. The phase \(q\cdot X\) is preserved if \(q'=F^{-T}q\), so \(|q'|^2=q\cdot g\,q\) with \(g=(F^TF)^{-1}=U^{-2}\), and strain enters only through \(g\) and the volume. The eigenvalue expansions \((1+2mx)^{-1/m}=1-2x+\tfrac12\tfrac1m(\tfrac1m+1)4m^2x^2\) and \(\tfrac1{2m}\ln(1+2mx)=x-mx^2\) give
\[ g=1-2\mathsf E+2(1+m)\mathsf E^2+\dots,\qquad \ln J=\operatorname{tr}\mathsf E-m\operatorname{tr}\mathsf E^2+\dots \]
Write \(\mathsf E=\sum_a e_aS_a\), where \(S_1\) has a single 1 at position \(xx\) and \(S_4\) has \(\tfrac12\) at \(yz\) and \(zy\), and let subscripts \(a,b\) denote derivatives with respect to \(e_a,e_b\) at zero strain. For a non-degenerate normalized state, \(\epsilon_b=\langle\psi|H_b|\psi\rangle\) at any strain by the Hellmann–Feynman theorem. Differentiating again,
\[ \epsilon_{ab}=\langle\psi|H_{ab}|\psi\rangle+2\operatorname{Re}\langle\psi_a|H_b|\psi\rangle . \]
Differentiating \((H-\epsilon)\psi=0\) gives the Sternheimer equation \((H-\epsilon)\psi_a=-(H_a-\epsilon_a)\psi=-(1-|\psi\rangle\langle\psi|)H_a\psi\), solved with \(\langle\psi|\psi_a\rangle=0\). All measures agree at first order, so \(H_a\), \(\psi_a\) and the response term do not depend on \(m\). For the frozen term the chain rule applies: \(\partial^2\eta/\partial e_a\partial e_b=(1-m)(S_aS_b+S_bS_a)\), so \(H^{(m)}_{ab}-H^{(1)}_{ab}=(1-m)\,(\partial H/\partial\eta):(S_aS_b+S_bS_a)\). Summed over occupied states, \(\langle\partial H/\partial\eta\rangle=V\sigma^0=-PV\,1\), and the difference is \(-2(1-m)PV\operatorname{tr}S_aS_b\), the Voigt form of \(-2(1-m)PVI\).

Self-consistency leaves this structure intact. Let \(c\) be independent variational parameters of the orbitals, and let \(E(c,e)\) be stationary in \(c\). Differentiating \(\partial_cE=0\) gives \(c_b=-(\partial_c\partial_cE)^{-1}\partial_c\partial_bE\), so
\[ E_{ab}=\partial_a\partial_bE-\partial_a\partial_cE\,(\partial_c\partial_cE)^{-1}\,\partial_c\partial_bE . \]
The second term holds one strain derivative per factor and is blind to \(m\). Two conditions enter. \(E(c,e)\) must be twice differentiable, for which a finite k-point mesh needs a gap or smeared occupations with the matching free energy, and \(\partial_c\partial_cE\) must be invertible. A gap alone does not guarantee the second condition: at the onset of a spin-ordered mean-field solution, for example, \(\partial_c\partial_cE\) becomes singular although the gap can remain open. The pressure in the correction must be the derivative of the same energy at the same fixed plane-wave set, basis-set error included.

**Q.** Has that been tested on electrons, and not only argued?

**A.** It has been tested on an independent-electron model; the self-consistent case rests on the argument above. The model has a simple cubic cell with \(a=8\) bohr, two electrons, and Gaussian wells of depth \(V_0=1\) Ha and width \(s=2\) bohr. The matrix elements are \(v(G)=-V_0(2\pi s^2)^{3/2}(VJ)^{-1}\exp(-\tfrac12s^2G\cdot gG)\), with the \(G=0\) term omitted as part of the definition. The basis has 69 plane waves per point of a shifted \(2\times2\times2\) mesh (2 Ha cutoff). The gap sampled at Γ, X, M and R is 0.206 Ha. Put \(v=v_0e^{W}\) with \(W=-\ln J-\tfrac12s^2G\cdot gG\) and \(A_{ab}=S_aS_b+S_bS_a\). The expansions above give \(W_a=-\operatorname{tr}S_a+s^2G\cdot S_aG\), \(W_{ab}=m\operatorname{tr}A_{ab}-(1+m)s^2G\cdot A_{ab}G\), \(v_a=v_0W_a\) and \(v_{ab}=v_0(W_aW_b+W_{ab})\), while the kinetic energy contributes \(-q\cdot S_aq\) and \((1+m)\,q\cdot A_{ab}q\).

The pressure is \(7.502\times10^{-4}\) Ha/bohr³, or 22.072 GPa. For the 44 entry the response term is \(-26.614\) GPa, and the frozen term is 54.780, 43.744 and 32.708 GPa for \(m=1,\tfrac12,0\), in steps of \(P/2=11.036\) GPa. So \(C_{44}=54.780-26.614=28.166\) GPa and \(C_{44}-P=6.094\) GPa, the value of \(B_{44}\) obtained by differencing the Hellmann–Feynman stress in strained cells. Likewise \(C_{11}-P=18.505-22.072=-3.567\) GPa and \(C_{12}+P=28.956+22.072=51.028\) GPa. The full \(6\times6\) matrices agree with energy and stress differences to within \(10^{-5}P\).

The model turns out to be unstable: \(B_{11}-B_{12}=-54.595\) GPa. Even \(C_{11}-C_{12}=-10.451\) GPa is negative, and the term \(-2P=-44.144\) GPa deepens the deficit. The frozen part alone would give \(99.656-19.897-44.144=35.615\) GPa, so the response contribution, \(-81.151-9.059=-90.210\) GPa, decides the sign. The model has no ion-ion or Hartree energy, and its mesh and basis are not converged. These digits test identities within the model as defined and describe no material.

Under pressure, the stress-strain coefficients \(B=C+P(\delta\delta-2I)\) are the Hessian of the enthalpy per volume in every strain measure, and so they, not the energy Hessian, test stability against homogeneous strain. What remains is to treat several atoms per cell, state the criteria explicitly, find which tensor sets the speed of sound, and show a crystal for which \(C\) gives the wrong verdict.
